# pH and conductivity of rinse water at fixed carbon dioxide pressure: a program that tests the result

```python
"""Rinse water in equilibrium with carbon dioxide at partial pressure p.
Result under test, with a = K1*KH*p:
  h = sqrt(a + Kw), pH = -log10(h),
  kappa = (LH + LB)*h + (LOH - LB)*Kw/h.
h: hydrogen-ion concentration (mol/L); KH: Henry solubility;
K1: first dissociation constant of total dissolved CO2;
Kw: ion product of water; LH, LB, LOH: molar conductivities of
H+, HCO3- and OH-. Second dissociation is absent from the model.
Chemical and transport inputs are rough typical values near 25 C.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq, minimize

T = 298.15
KH_atm = 0.034                 # mol/(L atm)
KH = KH_atm * const.torr / const.atm
K1, K2, Kw = 4.5e-7, 4.7e-11, 1.0e-14
LH, LB, LOH = 350.0, 44.5, 198.0   # S cm2/mol
LCO3, LNH4 = 139.0, 73.5           # S cm2/mol of ions
pressures = np.array([0.32, 76.0])  # Torr


def hydrogen(p):
    return np.sqrt(K1 * KH * p + Kw)


def conductivity(p, hydroxide_value=LOH):
    h = hydrogen(p)
    return 1e3 * ((LH + LB) * h + (hydroxide_value - LB) * Kw / h)


def scaled_root(balance, scale):
    x = brentq(lambda y: balance(y * scale) / scale, 0.05, 2.0,
               xtol=1e-15, rtol=1e-15)
    return x * scale


# Minimise free energy over two reaction extents, without using
# mass-action equations or the derived root.
unit = 1e-7
for p in [1e-4, 1e-2, *pressures]:
    log_k1 = np.log(K1 * KH * p / unit**2)
    log_kw = np.log(Kw / unit**2)

    def free_energy(log_extents):
        bicarbonate, hydroxide = np.exp(log_extents)
        proton = bicarbonate + hydroxide
        mixing = sum(c * (np.log(c) - 1)
                     for c in (proton, bicarbonate, hydroxide))
        return mixing - bicarbonate * log_k1 - hydroxide * log_kw

    point = np.array([1.0, -1.0])
    for restart in range(6):
        point = minimize(free_energy, point, method="Nelder-Mead",
                         options=dict(xatol=1e-10, fatol=1e-15,
                                      maxiter=1500)).x
    bicarb, hydrox = unit * np.exp(point)
    direct_h = bicarb + hydrox
    direct_kappa = 1e3 * (LH * direct_h + LB * bicarb + LOH * hydrox)
    # Function minima locate arguments only to about sqrt(rounding).
    assert abs(direct_h / hydrogen(p) - 1) < 1e-5
    assert abs(hydrox * hydrogen(p) / Kw - 1) < 1e-3
    assert abs(direct_kappa / conductivity(p) - 1) < 1e-5

# Pressure slope and the condition for conductivity to rise initially.
for p in [1e-4, 1e-2, *pressures]:
    step = 1e-4
    slope = -(np.log10(hydrogen(p * 10**step))
              - np.log10(hydrogen(p * 10**-step))) / (2 * step)
    a = K1 * KH * p
    assert abs(slope + a / (2 * (a + Kw))) < 1e-7
tiny_p = 1e-3 * Kw / (K1 * KH)
threshold = LH + 2 * LB
for trial, sign in [(threshold - 10, 1), (threshold + 10, -1)]:
    change = conductivity(tiny_p, trial) - conductivity(0, trial)
    assert sign * change > 0
assert np.all(np.diff(conductivity(np.linspace(0, 100, 2001))) > 0)

a = K1 * KH * pressures
h = hydrogen(pressures)
kappa = conductivity(pressures)
pH = -np.log10(h)

# Full charge balance with carbonate.
h_full = np.array([scaled_root(
    lambda x, ai=ai: x - ai / x - 2 * K2 * ai / x**2 - Kw / x, hi)
    for ai, hi in zip(a, h)])
assert np.allclose((h_full - h) / (K2 * a / h**2), 1, atol=2e-3)
kappa_full = 1e3 * (LH * h_full + LB * a / h_full
                    + LOH * Kw / h_full + LCO3 * K2 * a / h_full**2)

# Screened ionic atmosphere, activity and electrophoretic drag.
epsilon_r, viscosity = 78.4, 0.89e-3
epsilon = const.epsilon_0 * epsilon_r
bjerrum = const.e**2 / (4 * np.pi * epsilon * const.k * T)


def inverse_debye(c):
    return np.sqrt(8 * np.pi * bjerrum * const.N_A * 1000 * c)


def gamma(c):
    return np.exp(-bjerrum * inverse_debye(c) / 2)


# Radius is measured in Debye lengths; atmosphere charge is -1.
def atmosphere_density(r):
    return -np.exp(-r) / (4 * np.pi * r)


charging = dblquad(lambda r, charge: charge * atmosphere_density(r)
                   * 4 * np.pi * r**2 / r, 0, 1, 0, 50)[0]
drag = dblquad(lambda r, mu: atmosphere_density(r) * 2 * np.pi * r**2
               * (1 + mu**2) / (8 * np.pi * r), -1, 1, 0, 50)[0]
assert abs(charging + 0.5) < 1e-8
assert abs(drag + 1 / (6 * np.pi)) < 1e-8

c_active = np.array([scaled_root(
    lambda c, ai=ai: c - (ai + Kw) / (gamma(c)**2 * c), hi)
    for ai, hi in zip(a, h)])
assert np.allclose(-np.log10(gamma(c_active) * c_active), pH, atol=1e-11)
activity_change = 100 * (c_active / h - 1)
Faraday = const.N_A * const.e
drop = (1e4 * Faraday * const.e * inverse_debye(c_active)
        / (6 * np.pi * viscosity))
drag_change = -100 * 1e3 * drop * (h + a / h + Kw / h) / kappa

# Use at 20 C: constant reaction enthalpies, linear ion mobilities.
T_cold = 293.15
enthalpy_H, enthalpy_1, enthalpy_w = -20.0, 9.0, 56.0  # kJ/mol
coef_H, coef_other = 0.014, 0.020                       # 1/K


def vant_hoff(enthalpy):
    return np.exp(-enthalpy * 1e3 / const.R * (1 / T_cold - 1 / T))


a_cold = a * vant_hoff(enthalpy_H) * vant_hoff(enthalpy_1)
w_cold = Kw * vant_hoff(enthalpy_w)
h_cold = np.sqrt(a_cold + w_cold)
factor_H = 1 + coef_H * (T_cold - T)
factor_other = 1 + coef_other * (T_cold - T)
kappa_cold = 1e3 * (LH * factor_H * h_cold + factor_other
                    * (LB * a_cold + LOH * w_cold) / h_cold)

# A small ammonium residue, fully protonated at these pH values.
base = 5e-7
h_base = -base / 2 + np.sqrt(base**2 / 4 + a + Kw)
for ai, hi, formula in zip(a, h, h_base):
    numerical = scaled_root(lambda x: x + base - (ai + Kw) / x, hi)
    assert abs(numerical / formula - 1) < 1e-10
kappa_base = 1e3 * (LH * h_base + LNH4 * base
                    + (LB * a + LOH * Kw) / h_base)

# Slowest diffusion mode: one open face, one impermeable face.
depth, diffusion = 0.1, 1.9e-5       # cm, cm2/s
uptake_time = 4 * depth**2 / (np.pi**2 * diffusion)
cells = 200
diagonal = np.full(cells, 2.0)
diagonal[0], diagonal[-1] = 3.0, 1.0
lowest = eigvalsh_tridiagonal(diagonal, -np.ones(cells - 1),
                              select="i", select_range=(0, 0))[0]
grid_time = (depth / cells)**2 / (diffusion * lowest)
assert abs(grid_time / uptake_time - 1) < 1e-4


def show(label, values, unit_name, form=".4g"):
    text = ", ".join(format(float(v), form) for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit_name}")


print("Paired values: air-like rinse, dosed rinse")
show("CO2 pressure", pressures, "Torr")
show("Temperature", T, "K", ".2f")
show("Henry solubility", KH_atm, "mol/(L atm)")
show("Henry solubility", KH, "mol/(L Torr)")
show("K1", K1, "mol/L")
show("K2", K2, "mol/L")
show("Kw", Kw, "mol2/L2")
show("Molar conductivity H+, HCO3-, OH-", [LH, LB, LOH], "S cm2/mol")
show("Molar conductivity CO3--, NH4+", [LCO3, LNH4], "S cm2/mol")
show("Dissolved CO2", KH * pressures, "mol/L")
show("a = K1 KH p", a, "mol2/L2")
show("H+", h, "mol/L")
show("HCO3-", a / h, "mol/L")
show("OH-", Kw / h, "mol/L")
show("pH", pH, "(no unit)", ".3f")
show("Conductivity", kappa, "uS/cm")
show("Resistivity", 1 / kappa, "Mohm cm")
show("Pure-water pH", -np.log10(hydrogen(0)), "(no unit)", ".3f")
show("Pure-water conductivity", conductivity(0), "uS/cm")
show("Pure-water resistivity", 1 / conductivity(0), "Mohm cm")
show("pH slope per pressure decade", -a / (2 * (a + Kw)), "", ".6f")
show("LOH threshold for initial dip", threshold, "S cm2/mol")
show("H+ error if water ions omitted", 100 * (np.sqrt(a) / h - 1), "%")
show("H+ change from carbonate", 100 * (h_full / h - 1), "%")
show("Conductivity change, carbonate", 100 * (kappa_full / kappa - 1), "%")
show("Relative permittivity", epsilon_r, "(no unit)")
show("Viscosity", viscosity * 1e3, "mPa s")
show("Bjerrum length", bjerrum * 1e9, "nm")
show("Debye length", 1e9 / inverse_debye(c_active), "nm")
show("Activity coefficient", gamma(c_active), "(no unit)", ".5f")
show("Conductivity change, activity", activity_change, "%")
show("Conductivity change, drag", drag_change, "%")
show("Relaxation small parameter", bjerrum * inverse_debye(c_active), "")
show("Cooler use temperature", T_cold, "K", ".2f")
show("Enthalpies KH, K1, Kw", [enthalpy_H, enthalpy_1, enthalpy_w], "kJ/mol")
show("Mobility slopes H+, other ions", [100*coef_H, 100*coef_other], "%/K")
show("pH at cooler temperature", -np.log10(h_cold), "(no unit)", ".3f")
show("Conductivity at cooler temperature", kappa_cold, "uS/cm")
show("Conductivity change, cooling", 100 * (kappa_cold / kappa - 1), "%")
show("Ammonium residue", base, "mol/L")
show("pH with ammonium", -np.log10(h_base), "(no unit)", ".3f")
show("Conductivity with ammonium", kappa_base, "uS/cm")
show("Conductivity change, ammonium", 100 * (kappa_base / kappa - 1), "%")
show("Still-layer depth", depth * 10, "mm")
show("CO2 diffusion coefficient", diffusion, "cm2/s")
show("Slowest diffusion time", uptake_time, "s")
print("all assertions hold")
```

Printed output:

```
Paired values: air-like rinse, dosed rinse
CO2 pressure: 0.32, 76 Torr
Temperature: 298.15 K
Henry solubility: 0.034 mol/(L atm)
Henry solubility: 4.474e-05 mol/(L Torr)
K1: 4.5e-07 mol/L
K2: 4.7e-11 mol/L
Kw: 1e-14 mol2/L2
Molar conductivity H+, HCO3-, OH-: 350, 44.5, 198 S cm2/mol
Molar conductivity CO3--, NH4+: 139, 73.5 S cm2/mol
Dissolved CO2: 1.432e-05, 0.0034 mol/L
a = K1 KH p: 6.442e-12, 1.53e-09 mol2/L2
H+: 2.54e-06, 3.912e-05 mol/L
HCO3-: 2.536e-06, 3.912e-05 mol/L
OH-: 3.937e-09, 2.557e-10 mol/L
pH: 5.595, 4.408 (no unit)
Conductivity: 1.003, 15.43 uS/cm
Resistivity: 0.9973, 0.0648 Mohm cm
Pure-water pH: 7.000 (no unit)
Pure-water conductivity: 0.0548 uS/cm
Pure-water resistivity: 18.25 Mohm cm
pH slope per pressure decade: -0.499225, -0.499997 
LOH threshold for initial dip: 439 S cm2/mol
H+ error if water ions omitted: -0.07752, -0.0003268 %
H+ change from carbonate: 0.001847, 0.0001202 %
Conductivity change, carbonate: 0.002079, 0.0001354 %
Relative permittivity: 78.4 (no unit)
Viscosity: 0.89 mPa s
Bjerrum length: 0.7149 nm
Debye length: 190.6, 48.43 nm
Activity coefficient: 0.99813, 0.99265 (no unit)
Conductivity change, activity: 0.1877, 0.7408 %
Conductivity change, drag: -0.0245, -0.09646 %
Relaxation small parameter: 0.003751, 0.01476 
Cooler use temperature: 293.15 K
Enthalpies KH, K1, Kw: -20, 9, 56 kJ/mol
Mobility slopes H+, other ions: 1.4, 2 %/K
pH at cooler temperature: 5.579, 4.391 (no unit)
Conductivity at cooler temperature: 0.9644, 14.85 uS/cm
Conductivity change, cooling: -3.815, -3.765 %
Ammonium residue: 5e-07 mol/L
pH with ammonium: 5.638, 4.410 (no unit)
Conductivity with ammonium: 0.968, 15.39 uS/cm
Conductivity change, ammonium: -3.463, -0.2547 %
Still-layer depth: 1 mm
CO2 diffusion coefficient: 1.9e-05 cm2/s
Slowest diffusion time: 213.3 s
all assertions hold
```
